# Double counting from raw potential alignment in charged supercells

## Definitions and conventions

A point defect of net charge $q$ sits at the centre of a cubic supercell of side $L$ and volume $\Omega=L^3$. The centre is taken as the origin. Its charge density $\rho(\mathbf r)$ is spherical and compact, with

$$\int\rho\,d^3r=q,\qquad Q=\int\rho\,r^2\,d^3r .$$

The host is a homogeneous linear medium of dielectric constant $\varepsilon$. Relaxation, local fields and changes in the defect state with cell size are left out, so what remains is the electrostatic finite-size error alone. Hartree atomic units are used.

The potential $\phi$ is that felt by a positive test charge. In the periodic cell a uniform background of density $-q/\Omega$ makes the cell neutral, and $\phi$ is first given zero cell average. The background then has no interaction energy with $\phi$, and the periodic and isolated energies are

$$E_{\rm per}=\tfrac12\int\rho\,\phi\,d^3r,\qquad E_{\rm iso}=\tfrac12\int\rho\,\phi_{\rm iso}\,d^3r .$$

A correction is a quantity added to $E_{\rm per}$. The required one is $E_{\rm iso}-E_{\rm per}$.

For a lattice of point charges, let $\psi(\mathbf x)$ be the zero-average potential of unit charges on a cubic lattice of side 1 with neutralizing background, where $\mathbf x=\mathbf r/L$. Scaling gives

$$\phi_{\rm pt}(\mathbf r)=\frac{q}{\varepsilon L}\,\psi(\mathbf r/L),\qquad \alpha=-\lim_{x\to0}\left[\psi(\mathbf x)-\frac1x\right]=2.8373 .$$

At the charge, the potential due to everything except the charge itself is $-\alpha q/(\varepsilon L)$. The interaction energy per cell is half of $q$ times this, so the point-charge correction is

$$E_{\rm pt}=\frac{\alpha q^2}{2\varepsilon L}.$$

Potential alignment compares the defect cell with the bulk at a site far from the defect. The shift in electron potential energy there is $-\phi(\mathbf r_f)$, and multiplying it by $q$ gives the raw alignment term $-q\phi(\mathbf r_f)$.

The claim to be examined is that this term may be added to $E_{\rm pt}$ without harm: if the far region is bulk-like, the term should measure nothing but a difference in the zero of potential.

## A counter-example

Take round model parameters: $q=+2$, $\varepsilon=12$, $L=20$ bohr, and a Gaussian density of width $1.5$ bohr. The potential has zero average, so there is no arbitrary offset to repair. The reference site is the cell corner, the point farthest from the defect and its images.

Integration over the isolated density gives $E_{\rm iso}=0.06269$ hartree. An explicit reciprocal-lattice sum gives $E_{\rm per}=0.03963$ hartree. The required correction is therefore

$$E_{\rm iso}-E_{\rm per}=0.02306\ \text{hartree}=0.627\ \text{eV}.$$

The point-charge correction is already close to it:

$$E_{\rm pt}=\frac{2.8373\times 2^2}{2\times12\times20}=0.02364\ \text{hartree}.$$

The corner potential, computed from the same density, is $\phi(\mathbf r_f)=-0.006388$ hartree/e. Raw alignment thus adds

$$-q\phi(\mathbf r_f)=-2\times(-0.006388)=0.01278\ \text{hartree},$$

and the total correction becomes $0.02364+0.01278=0.03642$ hartree. This exceeds the required value by $0.01337$ hartree, or $0.364$ eV. The error is 57% of the point-charge correction itself.

The far region is not bulk-like in the sense the claim needs. A point-charge lattice with the same $q$, $\varepsilon$ and $L$ has $\psi=-0.8019$ at the corner, hence

$$\phi_{\rm pt}(\mathbf r_f)=\frac{2\times(-0.8019)}{12\times20}=-0.006683\ \text{hartree/e}.$$

To within 5%, the corner potential is that of the periodic point-charge array, which $E_{\rm pt}$ has already treated. Only the residual

$$C=\phi(\mathbf r_f)-\phi_{\rm pt}(\mathbf r_f)=0.0002945\ \text{hartree/e}$$

is new information. Using it alone gives $0.023644-2\times0.0002945=0.023055$ hartree, which is the required correction.

The phrase "double counting" needs care. The corner value $\psi=-0.8019$ is the sum of the defect's own tail, $1/(\sqrt3/2)=1.1547$, and the contribution of images and background, $-1.9566$. The spurious energy is thus not a second copy of $E_{\rm pt}$, nor is it due to the images alone. It is a second correction, of different size, for the same periodic array.

## The correct statement

Let the density lie within a sphere of radius $a<L/2$, and let $\mathbf r_f$ lie outside that sphere and all its periodic copies. Then, in the uniform medium,

$$\boxed{E_{\rm iso}-E_{\rm per}=E_{\rm pt}-q\left[\phi(\mathbf r_f)-\phi_{\rm pt}(\mathbf r_f)\right]=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qQ}{3\varepsilon\Omega}}$$

A Gaussian has no sharp edge, but for the widths used here its overlap with the images is negligible.

## Proof

**The point-charge potential near the defect.** The function $\psi$ obeys $\nabla^2\psi=-4\pi[\sum_{\mathbf n}\delta(\mathbf x-\mathbf n)-1]$. Subtracting $1/x$ removes the delta function at the origin, so for $x<1$

$$\nabla^2\left(\psi-\frac1x\right)=4\pi .$$

Since $\nabla^2x^2=6$, a particular solution is $2\pi x^2/3$. What is left is harmonic, and its value at the origin is $-\alpha$ by definition. Therefore

$$\psi(\mathbf x)=\frac1x-\alpha+\frac{2\pi}{3}x^2+h(\mathbf x),\qquad \nabla^2h=0,\quad h(0)=0 .$$

By the mean-value property, the average of $h$ over any sphere centred on the origin with $x<1$ is zero. A numerical angular average of $\psi$ gives the coefficient of $x^2$ as $2.094395$, in agreement with $2\pi/3$.

**The short-range part.** Define $v(r)=\phi_{\rm iso}(r)-q/(\varepsilon r)$. By Gauss's law it vanishes for $r>a$. To find its integral, consider a thin shell of charge $dq$ and radius $s$. Inside the shell the potential is $dq/(\varepsilon s)$ in place of $dq/(\varepsilon r)$, and outside the two agree. The shell contributes

$$\frac{4\pi\,dq}{\varepsilon}\int_0^s r^2\left(\frac1s-\frac1r\right)dr=\frac{4\pi\,dq}{\varepsilon}\left(\frac{s^2}{3}-\frac{s^2}{2}\right)=-\frac{2\pi s^2}{3\varepsilon}\,dq .$$

Summing over shells turns $s^2dq$ into $Q$:

$$\int v\,d^3r=-\frac{2\pi Q}{3\varepsilon}.$$

**The constant outside the defect.** The periodic functions $\phi$ and $\phi_{\rm pt}+\sum_{\mathbf R}v(|\mathbf r-\mathbf R|)$ have the same Laplacian, because $v$ replaces each point charge by the actual density. Their difference is periodic and harmonic, hence a constant:

$$\phi(\mathbf r)=\phi_{\rm pt}(\mathbf r)+\sum_{\mathbf R}v(|\mathbf r-\mathbf R|)+C .$$

Both $\phi$ and $\phi_{\rm pt}$ average to zero. Averaging the equation over the cell gives $0=-2\pi Q/(3\varepsilon\Omega)+C$, so

$$C=\frac{2\pi Q}{3\varepsilon\Omega}.$$

At $\mathbf r_f$ every $v$ vanishes, and $C=\phi(\mathbf r_f)-\phi_{\rm pt}(\mathbf r_f)$. In the example $Q=13.5$ e bohr², and the formula gives $2\pi\times13.5/(3\times12\times8000)=0.0002945$ hartree/e, as found above from the potentials.

**The energy.** Within the defect's sphere only the central $v$ is nonzero. Inserting the expansion of $\psi$, and combining $q/(\varepsilon r)+v=\phi_{\rm iso}$, gives

$$\phi=\phi_{\rm iso}-\frac{\alpha q}{\varepsilon L}+\frac{2\pi q r^2}{3\varepsilon\Omega}+\frac{q}{\varepsilon L}h+C .$$

Multiply by $\rho/2$ and integrate. The term in $h$ vanishes because $\rho$ is spherical. The others give

$$E_{\rm per}=E_{\rm iso}-\frac{\alpha q^2}{2\varepsilon L}+\frac12\,\frac{2\pi qQ}{3\varepsilon\Omega}+\frac12\,qC .$$

The third term is $qC/2$ by the value of $C$. The two halves add to $qC$, so $E_{\rm iso}-E_{\rm per}=E_{\rm pt}-qC$, which is the boxed result.

The two halves have different origins. One is the extended charge sitting in the parabolic potential of the background. The other is the shift of potential forced by the zero-average condition. Residual alignment measures the second and, in a uniform medium, accounts for both.

The identity was also tested for a density of the same net charge but negative $Q$, for which the residual term changes sign.

## Why alignment cannot simply be dropped

Suppose the potential in the defect cell is displaced by a constant $c$ relative to the bulk, and that the background energy is left out of the account, as before. The observed potential is $\phi+c$. The energy of the charge $q$ rises by $qc$, without a factor $\tfrac12$, because $c$ is a change of reference and is not produced by the charge itself. Then

$$(E_{\rm per}+qc)+E_{\rm pt}-q\left[\phi(\mathbf r_f)+c-\phi_{\rm pt}(\mathbf r_f)\right]=E_{\rm iso}.$$

The offset cancels. With $E_{\rm pt}$ alone the error would be $q(C+c)$, so the offset would remain in the energy. Raw alignment removes $c$ too, but brings in the potential of the array. Invariance under a change of reference is thus necessary for a correct recipe and does not suffice to establish one.

## Size and site dependence of the error

Replacing the residual by the raw potential changes the correction by $-q\phi_{\rm pt}(\mathbf r_f)$. The error of the doubly corrected energy, relative to $E_{\rm iso}$, is

$$\Delta_{\rm raw}=-\frac{q^2}{\varepsilon L}\,\psi(\mathbf r_f/L).$$

It does not depend on the sign of $q$ or on $Q$. In the point-charge limit $Q=0$, the residual vanishes and $E_{\rm pt}$ is complete, yet $\Delta_{\rm raw}$ is unchanged.

Using raw alignment without $E_{\rm pt}$ gives instead

$$\Delta_{\rm raw}-E_{\rm pt}=-\frac{q^2}{\varepsilon L}\left[\frac{\alpha}{2}+\psi(\mathbf r_f/L)\right].$$

At the corner the bracket is $1.4186-0.8019=0.6167$, so this energy is too low. The errors relative to $E_{\rm iso}$, in millihartree and with the corner as reference site, are:

| $L$ (bohr) | none | $E_{\rm pt}$ | raw only | $E_{\rm pt}$ + raw |
|---:|---:|---:|---:|---:|
| 20 | −23.06 | 0.589 | −10.28 | 13.37 |
| 30 | −15.59 | 0.175 | −6.85 | 8.91 |
| 40 | −11.75 | 0.074 | −5.14 | 6.68 |

Read at the corner, raw alignment alone leaves the fraction $0.6167/[1.4186-2\pi Q/(3qL^2)]$ of the uncorrected error. For the three sizes in the table, and whenever $Q/(qL^2)$ is below about $0.088$, this is less than one half, which can make it look like a useful partial correction. Added to $E_{\rm pt}$, with the site still at the corner of each cell, it turns an error falling as $L^{-3}$ into one falling as $L^{-1}$. Doubling the cell side, at eight times the volume, only halves it. With the residual term, the error is below $10^{-6}$ millihartree at all three sizes.

The error also depends on where the potential is read. At $L=20$ bohr it is $13.37$ millihartree at the corner, $9.71$ at the edge centre and $1.60$ at the face centre. Along the body diagonal $\psi$ passes through zero at a distance $0.390L$, here $7.8$ bohr, and raw alignment at that point does no harm. Closer to the defect on this diagonal $\psi$ is positive and the error changes sign. Hence the double counting can occur but need not be visible at every site. The residual, by contrast, has the same value $C$ at every site outside the defect spheres, so its flatness is a useful check on the ratio $q/\varepsilon$ used in $\phi_{\rm pt}$.

## Where the residual recipe fails

The boxed identity was derived for a dielectric constant that is the same at all wavelengths. Suppose instead that, for small $k$,

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+bk^2+\dots$$

For a spherical density, averaging the plane wave over angles gives $\sin(kr)/(kr)=1-k^2r^2/6+\dots$, hence $\rho(k)=q-Qk^2/6+\dots$. The energy and the potential are reciprocal sums over $\mathbf G\ne0$:

$$E_{\rm per}=\frac1{2\Omega}\sum_{\mathbf G\ne0}\frac{4\pi\rho(G)^2}{\varepsilon(G)G^2},\qquad \phi(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi\rho(G)}{\varepsilon(G)G^2}e^{i\mathbf G\cdot\mathbf r}.$$

In each summand, separate the point-charge part proportional to $1/G^2$. The remainder is smooth at $k=0$, where it takes the values

$$s_E=4\pi\left(q^2b-\frac{qQ}{3\varepsilon}\right),\qquad s_\phi=4\pi\left(qb-\frac{Q}{6\varepsilon}\right)$$

for energy and potential. For the energy, both parts of the split sum diverge at large $G$, as the self-energy of a point charge does. A common factor $e^{-\lambda G^2}$ makes them finite, and the limit $\lambda\to0$ is taken after the periodic and isolated values have been subtracted. If the remainder is short-ranged in real space, Poisson summation makes its sum over all $\mathbf G$, divided by $\Omega$, equal to its isolated value up to small image tails. The periodic sum lacks the $\mathbf G=0$ term, and this omission is the finite-size effect. It follows that

$$E_{\rm iso}-E_{\rm per}=E_{\rm pt}+\frac{s_E}{2\Omega}=E_{\rm pt}+\frac{2\pi}{\Omega}\left(q^2b-\frac{qQ}{3\varepsilon}\right),$$

while for the potential the isolated value of the remainder is negligible at the distant site $\mathbf r_f$, which leaves the residual $C=-s_\phi/\Omega$, so that

$$-qC=\frac{2\pi}{\Omega}\left(2q^2b-\frac{qQ}{3\varepsilon}\right).$$

The $Q$ terms agree, but the $b$ terms differ by a factor of two. The density enters the energy twice, which offsets the factor $\tfrac12$; the screening function enters once, and nothing offsets it. Residual alignment therefore overshoots by $2\pi q^2b/\Omega$.

To see the size, take $1/\varepsilon(k)=1/\varepsilon+(1-1/\varepsilon)k^2/(k^2+\kappa^2)$ with $\kappa=1$ bohr⁻¹. Then $b=(1-1/12)/\kappa^2=0.917$ bohr². At $L=20$ bohr the residual recipe errs by $2.88$ millihartree and the raw one by $16.25$. At $L=40$ bohr the errors are $0.36$ and $7.04$. The first falls by a factor of eight, as $L^{-3}$ requires. The second is the sum of this overshoot and the unchanged $1/L$ double count.

In this dispersive model, with the potential already at zero average, $E_{\rm pt}$ alone has an error of $-(2.88-0.59)=-2.29$ millihartree at $L=20$ bohr. That is slightly smaller in magnitude than the error with residual alignment. Subtracting the array potential cures the double counting at order $1/L$; it does not guarantee the $L^{-3}$ term in a medium with dispersive screening. The identity also does not cover densities that overlap their images or lack spherical symmetry. The numerical output below gives the values with more digits.

## Computed results

```
alpha (dimensionless): 2.837297
psi at corner, edge centre, face centre (dimensionless): -0.801936, -0.582522, -0.095932
corner psi split, own tail and images+background: 1.154701, -1.956637
rock-salt combination, direct and Ewald: -3.495129, -3.495129
near-charge r^2 coefficient, measured: 2.094395
zero crossing on body diagonal, distance/L: 0.39026
zero crossing distance for L = 20: 7.805 bohr
inputs: q = 2 e, width = 1.5 bohr, eps = 12, L = 20 bohr
second moment Q: 13.5000 e bohr^2
isolated energy: 0.0626877 hartree
periodic energy: 0.0396326 hartree
required correction: 0.0230551 hartree = 0.6274 eV
point correction: 0.0236441 hartree = 0.6434 eV
corner potential, actual charge: -0.0063883 hartree/e
corner potential, point charge: -0.0066828 hartree/e
residual potential C: 0.0002945 hartree/e
raw alignment term: 0.0127766 hartree
residual alignment term: -0.0005890 hartree
double-counting error: 0.0133656 hartree = 0.3637 eV
double-counting error / point correction: 0.5653
errors at L = 20 bohr, in millihartree:
  none: -23.0551
  point: 0.5890
  raw only: -10.2785
  point+raw: 13.3656
  point+residual, magnitude below 1e-6: True
errors at L = 30 bohr, in millihartree:
  none: -15.5882
  point: 0.1745
  raw only: -6.8524
  point+raw: 8.9104
  point+residual, magnitude below 1e-6: True
errors at L = 40 bohr, in millihartree:
  none: -11.7484
  point: 0.0736
  raw only: -5.1393
  point+raw: 6.6828
  point+residual, magnitude below 1e-6: True
double-counting error at corner, L = 20 bohr: 13.3656 millihartree
double-counting error at edge centre, L = 20 bohr: 9.7087 millihartree
double-counting error at face centre, L = 20 bohr: 1.5989 millihartree
dispersive case: kappa = 1.0 1/bohr, b = 0.91667 bohr^2
dispersive errors at L = 20 bohr, residual and raw: 2.880, 16.245 millihartree
dispersive errors at L = 40 bohr, residual and raw: 0.360, 7.043 millihartree
```
